# Why a silicon core in silica guides light but leaks sound

A silicon core surrounded by silica holds light because light travels more slowly in silicon than in silica. Bulk sound travels faster in silicon, so the same structure generally lets sound escape into the oxide. In the example below, a 220 nm silicon layer keeps 81% of the optical $|E|^2$ inside itself, while the energy of an in-plane shear wave released in the same layer falls to $1/e$ in about 42 ps, roughly one period of the vibration.

**The belief and its appeal**

The belief runs as follows. Silicon and silica differ strongly, in stiffness as well as in refractive index. A boundary between such different media reflects waves. The optical mode is tightly confined, so the vibration it drives should be confined too, and the two should overlap well.

Part of this is sound. For polarizations along the layer, light and elastic waves obey equations of the same form, and a mismatch does reflect both. What guiding requires, however, is a core slower than its surroundings. Silicon in silica meets this requirement for light and fails it for sound.

**One condition, two outcomes**

Let the layer have thickness $h$ and normal $x$, and let every field vary along the guide as $e^{i(qz-\omega t)}$. In a uniform isotropic medium with wave speed $v$, a scalar wave has the transverse wavenumber

$$k_x^2=\frac{\omega^2}{v^2}-q^2 .$$

A bound field must decay outside, so $k_x^2<0$ in the cladding, which means $\omega/q<v_{\rm clad}$. It must also oscillate inside. If $k_x^2\le 0$ held everywhere, the wave equation would read $(c\,u')'=g\,u$ with a stiffness $c>0$ and some $g\ge0$. Multiplying by $u^*$ and integrating by parts would give

$$-\int c\,|u'|^2dx=\int g\,|u|^2dx ,$$

with one side negative and the other not. Hence $k_x^2>0$ in the core, and together

$$v_{\rm core}<\frac{\omega}{q}<v_{\rm clad}.$$

For light polarized along the layer, $v=c_0/n$, with $c_0$ the vacuum speed of light. With indices 3.48 and 1.44 the two speeds are 86,147 and 208,189 km/s. The fundamental mode at 1550 nm has index 2.851, hence a phase speed of $86{,}147\times3.48/2.851\approx105{,}000$ km/s, between the two as required.

For sound, $v^2$ is stiffness divided by density, and the refractive index does not enter. The oxide's shear speed is

$$v_{\rm ox}=\sqrt{\mu/\rho_{\rm ox}}=\sqrt{31.2\ {\rm GPa}/2.20\ {\rm g\,cm^{-3}}}=3.766\ {\rm km/s}.$$

Silicon is anisotropic, but even its slowest bulk wave travels at 4.674 km/s, 24% faster. The interval in which a guided speed would have to lie is empty.

**Shear waves in a layer: no bound mode**

Take a (001) silicon film with propagation along [110], and displacement $u(x)$ in the plane of the film, perpendicular to $z$. By symmetry this polarization decouples from the others. Let $c_n$ be the stiffness for shear varying along $x$ and $c_t$ that for shear varying along $z$. In silicon $c_n=C_{44}=79.6$ GPa and $c_t=C'=(C_{11}-C_{12})/2=(165.7-63.9)/2=50.9$ GPa; in oxide both equal $\mu$. Newton's law is

$$-(c_nu')'+c_tq^2u=\rho\,\omega^2u .$$

Multiply by $u^*$ and integrate over $x$. Displacement and traction $c_nu'$ are continuous at the interfaces and a bound field vanishes far away, so integration by parts leaves no boundary term:

$$\omega^2\!\int\!\rho|u|^2dx=\int\!\left(c_n|u'|^2+c_tq^2|u|^2\right)dx\ \ge\ q^2\min\!\left(\frac{c_t}{\rho}\right)\int\!\rho|u|^2dx .$$

The ratio $c_t/\rho$ is $(4.674\ {\rm km/s})^2$ in silicon and $v_{\rm ox}^2$ in oxide. The minimum is the oxide value, so $\omega/q\ge v_{\rm ox}$.

There is no bound mode above this line either. For $\omega/q>v_{\rm ox}$ the outside field is a sum of $e^{\pm ik_2x}$ with real $k_2$, and it is square-integrable only if both amplitudes vanish. At $\omega/q=v_{\rm ox}$ it is linear in $x$, with the same consequence. Then $u$ and $c_nu'$ vanish at the edge of the core, and a second-order equation with zero value and zero slope has only the zero solution.

Exchanging the materials at the same $h$ and $q$ reverses the result. Backward Brillouin scattering, in which light reverses its direction, requires an acoustic wavenumber of twice the optical one: $q=2\beta=2\times11.56=23.12$ rad/µm. Measure $x$ from the centre of an oxide core in silicon, with $u=\cos kx$ inside and decay $e^{-\kappa|x|}$ outside. Dividing continuity of traction by continuity of displacement gives

$$\mu k\tan\frac{kh}{2}=C_{44}\kappa,\qquad \kappa^2=\frac{C'q^2-\rho_{\rm Si}\omega^2}{C_{44}},\qquad \omega^2=v_{\rm ox}^2(q^2+k^2).$$

The solution has $\omega/q=4.124$ km/s, between 3.766 and 4.674 km/s, and direct diagonalization of the wave equation gives the same value. This inverted structure confines sound, but by the condition above it cannot confine the light.

**Any buried core, all polarizations**

A real vibration mixes compression and shear, and a real core has a finite width. Let $\mathbf u(x,y)$ now be a bound vector field and $e$ its strain. Multiplying the equation of motion by $\mathbf u^*$ and integrating over the cross-section gives, by the same continuity argument,

$$\omega^2\!\int\!\rho|\mathbf u|^2=\int e^*\!:\!C\!:\!e .$$

Silicon is stiffer than oxide for every strain. For a cubic and an isotropic material the difference $C_{\rm Si}-C_{\rm ox}$ has three distinct eigenvalues: one for dilation, one for each kind of shear. The smallest is $(C_{11}-C_{12})-2\mu=101.8-62.4=39.4$ GPa, which is positive. Replacing silicon's stiffness by the oxide's can therefore only lower the right-hand side.

The medium is then elastically uniform, and the energy can be written in Fourier components with wavevector $\mathbf k=(k_x,k_y,q)$. With $M$ the oxide's longitudinal modulus, each component contributes

$$M|\mathbf k\cdot\hat{\mathbf u}|^2+\mu\left(|\mathbf k|^2|\hat{\mathbf u}|^2-|\mathbf k\cdot\hat{\mathbf u}|^2\right)\ \ge\ \mu|\mathbf k|^2|\hat{\mathbf u}|^2\ \ge\ \mu q^2|\hat{\mathbf u}|^2 ,$$

because $M=78.5$ GPa exceeds $\mu$. Since $\rho\le\rho_{\rm Si}$ everywhere, $\int|\mathbf u|^2\ge\int\rho|\mathbf u|^2/\rho_{\rm Si}$, and

$$\frac{\omega}{q}\ \ge\ v_{\rm ox}\sqrt{\frac{\rho_{\rm ox}}{\rho_{\rm Si}}}=3.766\sqrt{\frac{2.20}{2.33}}=3.659\ {\rm km/s}.$$

This holds for a core of any cross-section and crystal orientation, buried in unlimited oxide. Below the oxide shear line it leaves a window less than 3% wide, open because silicon is slightly denser.

For layers, a numerical search with compression and in-plane shear coupled found nothing in that window. At $q=23.12$ rad/µm, with 2 µm of oxide on each side and clamped outer edges, thicknesses of 20, 60, 220 and 600 nm gave lowest speeds of 3.773 to 3.775 km/s, just above the oxide line. A finite box can miss a very weakly bound mode, so this is evidence and not proof. The search does find a mode when there is one: a 220 nm core with the oxide's stiffness but 1.5 times its density gave 3.301 km/s, well below the line.

Above the line, a vector mode could in principle fail to radiate through an accidental cancellation of its outgoing shear wave. The argument does not exclude this, which is one reason for the word "generally".

**How fast the sound leaves**

Consider first $q=0$, a vibration through the thickness. Let a wave $f(t-x/v_1)$ strike the interface at $x=0$, producing a reflected wave $r f(t+x/v_1)$ and a transmitted wave $s f(t-x/v_2)$. Continuity of displacement gives $1+r=s$. Traction is $\rho v^2\,\partial u/\partial x$, so with $Z=\rho v$ its continuity gives $Z_1(1-r)=Z_2s$. Eliminating $s$,

$$r=\frac{Z_1-Z_2}{Z_1+Z_2},\qquad R=r^2 .$$

For longitudinal waves, in units of $10^6$ kg/(m² s),

$$R=\left(\frac{19.65-13.14}{19.65+13.14}\right)^2=0.039 .$$

A displacement released from rest inside the core splits into two equal waves, each of which meets one face during the transit time $h/v_1=26$ ps. About 4% of the energy is then left. For shear the share is 6% after 38 ps. Simulated releases gave the same shares to within 0.0003. The stiffness contrast is real, but it makes a poor mirror.

At $q=2\beta$ the wave travels obliquely. The transverse traction now scales with $a=C_{44}k_1$ in silicon and $b=\mu k_2$ in oxide, so $r=(a-b)/(a+b)$. A wave that propagates in the core has $\omega/q\ge4.674$ km/s, and therefore

$$k_2=\sqrt{\frac{\omega^2}{v_{\rm ox}^2}-q^2}\ \ge\ q\sqrt{\left(\frac{4.674}{3.766}\right)^2-1}=0.735\,q .$$

Since $k_2$ is real at every angle, these waves never undergo total internal reflection.

Take half a wave across the core, $k_1=\pi/h=14.3$ rad/µm. Its frequency is 21.7 GHz, which gives $k_2\approx27.9$ rad/µm, $a\approx1140$ and $b\approx870$ GPa/µm. Then $r\approx0.13$, and only about 2% of the energy is reflected. This applies to a wave with that single $k_1$. A half wave confined to the core contains a range of $k_1$, including small values that cross slowly and, since $r\to-1$ as $a\to0$, reflect strongly. The decay below therefore need not follow the 2% figure.

The time evolution starts from this half-wave shape, released from rest, with the same $h$, $q$ and shape in both structures. The energy left in the core is:

| Time | Silicon in oxide | Oxide in silicon |
|---|---|---|
| 25 ps | 69% | 90% |
| 50 ps | 23% | 80% |
| 100 ps | 11% | 47% |
| 200 ps | about 1% | 54% |

The silicon core reaches $1/e$ after 42 ps; one period at 21.7 GHz lasts 46 ps. The time depends somewhat on the start: the same shape launched as a travelling wave takes about 45 ps. This in-plane shear is the simplest case, not the wave the light drives. It is odd under the mirror that reverses the in-plane transverse axis, while the force from the fundamental mode is even, so backward scattering within that mode does not excite it. A longitudinal half wave at the same $q$, which the light can drive, has a mean frequency of 36 GHz and falls to $1/e$ in about 32 ps, slightly more than its 28 ps period. The oxide core retains more than half at late times, settling near 60%. Its share is not monotonic: it rises between the last two entries. A bound mode extends outside the core, so energy can cross the boundary in both directions. The bound mode alone would leave 57% in the core at both times, so the dip at 100 ps comes from interference with radiation that has not yet left.

A thick core behaves differently. When $a\ll b$, $r$ approaches $-1$ and the transmitted share is $1-r^2\approx4a/b$. The wave crosses the core at the transverse group speed $\partial\omega/\partial k_1=C_{44}k_1/(\rho_{\rm Si}\omega)$, so with $k_1\approx\pi/h$ the energy lifetime is

$$\tau\approx\frac{h\,\rho_{\rm Si}\,\omega}{C_{44}k_1}\,\frac{\mu k_2}{4C_{44}k_1}=\frac{\rho_{\rm Si}\,\omega\,\mu k_2}{4\pi^2C_{44}^2}\,h^3 .$$

At fixed $q$ a thick layer can thus hold shear waves for a long time by grazing reflection, although they still leak. The estimate needs $h\gg\pi C_{44}/(\mu k_2)\approx0.47$ µm, using the smallest $k_2$, and a 220 nm layer is outside its range.

**Free surfaces and true exceptions**

A ridge standing on bare oxide can also radiate surface waves, whose speed on this oxide is $v_R=3.411$ km/s. A mode that cannot radiate must generally be slower than that.

A strip 450 nm wide and 220 nm high can be tested by imagining it cut free from the oxide. At fixed $q$, the square of the lowest frequency is the minimum of $\int e^*\!:\!C\!:\!e$ over $\int\rho|\mathbf u|^2$. Cutting removes a constraint, so it can only lower this minimum. The separated oxide contributes nothing below $v_R$, and the free bar's slowest wave has a computed speed of 4.20, 4.27 and 4.32 km/s at $q=16$, 20 and 24 rad/µm. At these wavenumbers the attached strip therefore has no mode below $v_R$. At small $q$ a free bar bends slowly and the argument decides nothing.

Slow bending also provides a real exception. In a thin plate of width $w$, a bending displacement $u$ produces a strain of size $q^2|u|$ times the distance from the mid-plane. The square of that distance averages to $w^2/12$, so $\rho\,\omega^2\approx E'q^4w^2/12$ and the phase speed is

$$\frac{\omega}{q}\approx\frac{qw}{\sqrt{12}}\sqrt{\frac{E'}{\rho}} ,$$

where $E'$ is the plate's stretching modulus. The formula is accurate only for $qw\ll1$. At $qw=1$ it gives 0.29 times the stretching speed $\sqrt{E'/\rho}$, which is about 19% too high for this plate because it neglects shear deformation and the rotation of the cross-section, but it shows why bending waves are slow.

Consider a silicon fin 100 nm wide and 500 nm high at $q=10$ rad/µm. Clamping its foot adds a constraint and can only raise the lowest frequency, yet the clamped fin's computed speed is 2.354 km/s. The real fin's slowest wave is no faster than this, lies below $v_R$, and is bound. Its frequency is at most 3.75 GHz. Whether the fin also guides the desired light is a separate question, not calculated here.

A second exception is less useful. A 5 nm silicon film on oxide, with air above and $q=23.12$ rad/µm, carries a bound surface wave at 3.50 km/s (the mesh value 3.498 is about 0.002 km/s high), but only 5% of its kinetic energy is in the silicon. For a 220 nm film the same search found no bound wave.

**Against real devices**

The film thickness, strip size and wavelength are example values, and the material constants are rough. Real guides depart from the model in several ways.

- The oxide below the core is finite, here taken as 2 µm. A shear echo from the silicon substrate returns after about 1.1 ns, too late to affect the 200 ps followed here. Later, sound may return or remain trapped in the oxide, which is slower than the silicon beneath it. The optical intensity decays by a factor of about $5\times10^{-18}$ across the same oxide.
- Material damping, with a rough quality factor of 1000, would take about 7 ns, more than a hundred times longer than the escape.
- A rough stiffness drift of $10^{-4}$ per kelvin changes the speeds by 0.5% over 100 K, against a margin of 24%.
- A strip has side walls as well as top and bottom faces. The speed floor for buried cores still holds, but the 42 ps belongs to the layer and was not recalculated for a strip.

To confine both waves near a silicon core, one can remove the oxide beneath it, leaving leakage through the supports, or shape the silicon so that its vibration is slower than every wave the oxide can carry away. For a buried silicon layer, a cladding with a lower index and a shear speed above 4.674 km/s would meet the guiding condition for light and for the shear waves treated above, both polarized along the layer. Waves that mix compression and shear would need a separate calculation. The main computed values are in the numerical output below.

## Values computed for the example and the checks

```
Inputs: n Si 3.48, n oxide 1.44, wavelength 1550 nm
Core thickness 220 nm
Si C11, C12, C44: 165.7, 63.9, 79.6 GPa; density 2.33 g/cm3
Oxide C11, C44: 78.5, 31.2 GPa; density 2.2 g/cm3
Light speed in Si, oxide: 86147, 208189 km/s
Optical mode index 2.851; beta 11.56 rad/um
Share of |E|^2 in core 0.811
Optical decay constant in oxide 9.98 1/um
Acoustic wavenumber q = 2 beta: 23.12 rad/um
Si [001] longitudinal, shear speed: 8.433, 5.845 km/s
Slowest bulk speed in Si, any direction: 4.674 km/s
Oxide longitudinal, shear speed: 5.973, 3.766 km/s
Oxide Rayleigh speed 3.411 km/s
Smallest eigenvalue of C_Si - C_ox: 39.4 GPa
Speed floor, any buried core: 3.659 km/s (0.9717 of oxide shear)
Lowest SH speed in box, Si core: 3.788 km/s
Bound SH speed, oxide core in Si: 4.124 km/s (formula 4.124)
q=0 longitudinal: Z Si 19.65, Z oxide 13.14 10^6 kg/(m2 s)
  energy kept per transit 0.0394 (simulated 0.0395); transit 26.1 ps
q=0 shear: Z Si 13.62, Z oxide 8.28 10^6 kg/(m2 s)
  energy kept per transit 0.0593 (simulated 0.0595); transit 37.6 ps
Mean frequency of released shape 21.7 GHz
Core energy at 25 ps: Si core 0.6896, oxide core in Si 0.9031
Core energy at 50 ps: Si core 0.2292, oxide core in Si 0.7962
Core energy at 100 ps: Si core 0.1082, oxide core in Si 0.4737
Core energy at 200 ps: Si core 0.0136, oxide core in Si 0.5442
Time for Si core energy to fall to 1/e: 41.7 ps
Vector search, uniform oxide: 3.768 km/s
Vector search, heavy core (3.30 g/cm3): 3.301 km/s
Vector search, buried Si 20 nm: 3.773 km/s
Vector search, buried Si 60 nm: 3.775 km/s
Vector search, buried Si 220 nm: 3.775 km/s
Vector search, buried Si 600 nm: 3.775 km/s
Air-topped Si film 220 nm: lowest 3.775 km/s
Air-topped Si film 5 nm: 3.498 km/s, kinetic share in Si 0.053
Free 450 x 220 nm bar, q 16 rad/um: lowest 4.200 km/s
Free 450 x 220 nm bar, q 20 rad/um: lowest 4.274 km/s
Free 450 x 220 nm bar, q 24 rad/um: lowest 4.321 km/s
Clamped fin 100 x 500 nm, q 10 rad/um: 2.354 km/s, 3.75 GHz
Material damping time (rough Q 1000): 7.32 ns
Shear echo through 2 um oxide: 1.06 ns
Optical intensity factor through that oxide: 4.7e-18
Speed drift over 100 K (rough 1e-4/K stiffness): 0.5 %
Slowest Si speed above oxide shear by 24.1 %
```
